# Interface Energy and Phase Stability of a One-Nanometre Metal Film

## What dimensions and locality fix

Let a uniform metal film of area \(A\) and thickness \(t\) contain \(N\) atoms of volume \(\Omega\). Change the sum of its two interface energies by \(\Delta\Gamma\), an energy per area. The shift \(\delta g\) of the free energy per atom must have the form

\[
\delta g=\Delta\Gamma\,\Omega^{2/3}\,F\!\left(\frac{t}{\Omega^{1/3}}\right),
\]

if \(\Omega^{1/3}\) is the only other length and \(\Delta\Gamma\) sets the only energy scale. Dimensions leave \(F\) free; two physical facts fix its large-thickness form. Translation symmetry in the plane makes the total change proportional to \(A\). Locality makes the change per area independent of \(t\) once the interfaces are far apart. Dividing a fixed energy per area by a number of atoms per area proportional to \(t\) gives \(F(x)\to 1/x\), with unit coefficient because \(\Delta\Gamma\) is defined as that energy per area. Hence

\[
\delta g\simeq\frac{\Delta\Gamma\,\Omega}{t}.
\]

Two questions remain: how large the first correction is at 1 nm, where the film is five atomic layers thick, and when such a shift changes the stable phase.

## Leading order

At fixed temperature, pressure and area, write

\[
G=N g_{\rm b}+A\left[\Gamma+w(t)\right],\qquad w(t)\to0\ \text{as}\ t\to\infty .
\]

Here \(g_{\rm b}\) is the bulk free energy per atom, and \(\Gamma=\gamma_1+\gamma_2\) is the excess of a thick film, including equilibrium intermixing at its interfaces. The function \(w\) is the interaction between the interfaces. Since \(At=N\Omega\), we have \(A/N=\Omega/t\), and

\[
\frac GN=g_{\rm b}+\frac{\Omega}{t}\left[\Gamma+w(t)\right].
\]

Changing the interfaces at fixed \(N\) and \(A\) leaves \(g_{\rm b}\) alone, so

\[
\delta g=\frac{\Omega}{t}\left[\Delta\Gamma+\Delta w(t)\right].
\]

Dropping \(\Delta w\) recovers the leading law.

For a cobalt-like film take the rough value \(\Omega=0.011\ \mathrm{nm^3}\), with \(t=1\) nm. Since \(1\ \mathrm{J/m^2}=6.2415\ \mathrm{eV/nm^2}\),

\[
\delta g=\frac{6.2415\times0.011}{1.0}=0.069\ \text{eV per atom}.
\]

This is the estimate of roughly 0.07 eV. It refers to a total change of 1 J/m²; if each interface changes by that amount, the shift is 0.137 eV. Larger atoms mean fewer atoms under each unit of area. With rough atomic volumes, the same change gives 0.075 eV in copper, 0.087 eV in ruthenium, 0.100 eV in tungsten and 0.112 eV in tantalum.

The shift belongs to the average free energy, not to the cost of adding an atom. At fixed area, \(dt/dN=\Omega/A\), so

\[
\left(\frac{\partial G}{\partial N}\right)_A=g_{\rm b}+\Omega\,w'(t).
\]

The constant \(\Gamma\) has dropped out. The average is what matters when the whole film changes phase, because both interfaces then change with it.

## When the shift changes the stable phase

Compare phases \(\alpha\) and \(\beta\) at the same \(N\) and \(A\). Let \(D=g_\beta-g_\alpha>0\) be the bulk offset against \(\beta\), and let \(Q=\Gamma_\alpha-\Gamma_\beta>0\) be its interface advantage. Neglecting \(w\),

\[
\frac{G_\beta-G_\alpha}{N}=D-\frac{A}{N}Q=D-\frac{\Omega Q}{t},
\]

where \(t=N\Omega/A\) is the thickness in phase \(\alpha\). A small density difference between the phases adds no further term, because the comparison fixes atoms per area rather than thickness.

Thus \(\beta\) is stable for

\[
t<t_0=\frac{\Omega Q}{D},\qquad\text{or equivalently}\qquad Q>\frac{Dt}{\Omega}.
\]

The relevant quantity is the difference of interface energies between phases. If a new liner changes \(\Gamma_\alpha\) and \(\Gamma_\beta\) equally, both free energies move by the same amount and \(Q\) is unchanged. Such a change can still matter against states with other interfaces, such as a film broken into islands.

Take a round offset \(D=0.020\) eV per atom. The threshold at 1 nm is

\[
Q=\frac{0.020\times1.0}{0.011\times6.2415}=0.29\ \mathrm{J/m^2}.
\]

If \(Q\) is 1 J/m², the critical thickness is \(0.0687/0.020=3.43\) nm, and at 1 nm the free-energy difference is \(0.0200-0.0687=-0.0487\) eV per atom, in favour of \(\beta\). For an offset of 0.100 eV the threshold is 1.46 J/m², and a difference of 1 J/m² does not suffice.

## First correction: pair forces

To obtain \(\Delta w\) we need a model. Let all atoms sit on one fixed close-packed lattice, with film atoms A between two thick crystals B. Atoms attract and repel through

\[
\phi(r)=\varepsilon\left[\left(\frac{r_0}{r}\right)^{12}-2\left(\frac{r_0}{r}\right)^6\right],
\]

where \(r_0\) is the neighbour distance. Strengthen the A–B bonds by \(\delta\varepsilon\), leaving A–A and B–B bonds unchanged. This lowers \(\Gamma\) by an amount that we again call \(Q\).

The thick-film value of \(Q\) counts each B crystal bonding to an endless A crystal. In the real film, A stops at depth \(t\). The missing pairs join B to the A atoms that would have lain beyond \(t\). At these distances the repulsion is negligible, and the missing attraction is \(-C/r^6\) with \(C=2\,\delta\varepsilon\,r_0^6\).

First sum over a half-space of number density \(\rho=1/\Omega\), seen from an atom at distance \(z\). With \(s\) the in-plane distance,

\[
-C\rho\int_z^\infty\!dz'\int_0^\infty\!\frac{2\pi s\,ds}{(s^2+z'^2)^3}
=-C\rho\int_z^\infty\frac{\pi}{2z'^4}\,dz'
=-\frac{\pi C\rho}{6z^3}.
\]

Then sum over the atoms of the other half-space, which begins at distance \(t\):

\[
-\rho\int_t^\infty\frac{\pi C\rho}{6z^3}\,dz=-\frac{\pi C\rho^2}{12t^2}
\quad\text{per area}.
\]

In a close-packed lattice \(\Omega=r_0^3/\sqrt2\), so \(r_0^6=2\Omega^2\) and \(C\rho^2=4\,\delta\varepsilon\). Each interface therefore lacks an attraction of size \(\pi\,\delta\varepsilon/(3t^2)\). Removing a negative energy raises the total, and there are two interfaces, so

\[
\Delta w=+\frac{K}{t^2},\qquad K=\frac{2\pi}{3}\,\delta\varepsilon,
\]

\[
\delta g=-\frac{\Omega Q}{t}\left[1-\frac{K}{Qt^2}+\cdots\right].
\]

The correction reduces the size of the shift. Its relative order is \(t^{-2}\), not \(t^{-1}\): in this model no term of order \(t^{-2}\) appears in \(\delta g\).

For \(Q=1\ \mathrm{J/m^2}\), the model's bond depth must rise from 0.3000 to 0.3281 eV, so \(\delta\varepsilon=0.0281\) eV and \(K=0.0589\) eV. Five layers of height 0.2038 nm make a film 1.019 nm thick. The leading law gives a shift of size 0.06737 eV per atom, and the correction is

\[
\frac{\Omega K}{t^3}=\frac{0.011\times0.0589}{1.019^3}=0.0006\ \text{eV per atom}.
\]

An explicit sum over all layer pairs, with \(Q\) taken from a separate thick crystal pair having one interface, gives 0.06679 eV. The difference from the leading law is 0.00058 eV, or 0.9 percent of the shift. These sums use crystals 45 layers thick and a finite in-plane range; removing both truncations gives a shift of 0.06677 eV and a difference of 0.00060 eV. The asymptotic correction thus has the right sign and size even at five layers.

The same formula predicts the marginal effect. Going from five to six layers lowers the total energy shift per surface atom by

\[
aK\left(\frac1{t_5^2}-\frac1{t_6^2}\right)
=0.0540\times0.0589\left(\frac1{1.019^2}-\frac1{1.223^2}\right)
\simeq0.0009\ \text{eV},
\]

where \(a=0.0540\ \mathrm{nm^2}\) is the area per surface atom. The explicit sum gives 0.00090 eV (0.00091 eV without truncation), far below the average shift of 0.067 eV.

The critical thickness follows from \(Dt/\Omega=Q-K/t^2\). Put \(t=t_0+\delta t\) and use \(Dt_0/\Omega=Q\). To first order,

\[
\frac{D\,\delta t}{\Omega}=-\frac{K}{t_0^2}
\quad\Longrightarrow\quad
\frac{\delta t}{t_0}=-\frac{K}{Qt_0^2}\simeq-0.0008 .
\]

The leading crossing at 16.84 layers hardly moves. Assigning the offset \(D\) to the more strongly bonded film and scanning whole layers shows that it wins up to 16 layers, as predicted.

The model also shows what a common change does. Fcc and hcp films were given the same strengthening of their bonds to B. Each shifted by 0.06679 eV per atom, while their difference changed by only \(4\times10^{-6}\) eV. The exact residue depends on how the film's stacking joins the two crystals; other choices for the five-layer film give up to \(1.7\times10^{-5}\) eV. Both phases present the same close-packed face, so in this pair model a stronger liner bond has almost no power to choose between them.

## Second case: electrons confined in the film

Metals have another contribution to \(w\), which oscillates with thickness. Its size can be found for free electrons between hard walls a distance \(L\) apart, at low temperature. The levels are \(E_j=\mu j^2/j_F^2\), where \(\mu=E_F\) is the Fermi energy, \(k_F\) the Fermi wave number and \(j_F=k_FL/\pi\). Each level carries a two-dimensional density of states \(c=k_F^2/(2\pi\mu)\), spin included. The grand potential per area is

\[
\omega=-\frac c2\sum_{1\le j\le j_F}(\mu-E_j)^2
=-\frac{c\mu^2}{2}\sum_{1\le j\le j_F}f(j/j_F),\qquad f(x)=(1-x^2)^2 .
\]

Because \(f\) is even, Poisson summation gives

\[
\sum_{1\le j\le j_F}f=\frac{j_F}{2}\int_{-1}^1 f\,dx-\frac12
+j_F\sum_{s=1}^\infty\int_{-1}^1 f\cos(2\pi s j_F x)\,dx .
\]

The integral in the first term is \(16/15\), which yields the bulk grand potential \(-\tfrac25nE_FL\), with electron density \(n=k_F^3/(3\pi^2)\). The \(-\tfrac12\) yields a wall energy \(+c\mu^2/4=E_Fk_F^2/(8\pi)\).

Neutrality fixes the wall separation. The smooth electron number per area is \(-\partial\omega/\partial\mu=nL-c\mu/2\), and it must equal \(nt\). Hence \(L-t=k_F^2/(4\pi n)=3\pi/(4k_F)\). The extra width contributes \(-\tfrac25nE_F(L-t)=-E_Fk_F^2/(10\pi)\), so the thick-film excess is

\[
E_Fk_F^2\left(\frac1{8\pi}-\frac1{10\pi}\right)=\frac{E_Fk_F^2}{40\pi}.
\]

With one free electron per atom, \(E_F=7.37\) eV and this excess is 11.352 eV/nm². Filling the levels numerically in films 12 to 20 nm thick gives the same average.

For the oscillation, set \(k=2\pi s j_F\) and integrate by parts three times. Both \(f\) and \(f'\) vanish at \(x=\pm1\), while \(f''=12x^2-4\) equals 8 there:

\[
\int_{-1}^1 f\cos kx\,dx=-\frac{1}{k^3}\Big[f''\sin kx\Big]_{-1}^{1}+O(k^{-4})
=-\frac{16\sin k}{k^3}+O(k^{-4}).
\]

Inserting this and the definitions of \(c\) and \(j_F\),

\[
w_{\rm el}=\frac{8c\mu^2}{(2\pi)^3j_F^2}\sum_{s=1}^\infty\frac{\sin(2\pi sj_F)}{s^3}
=\frac{E_F}{2\pi^2L^2}\sum_{s=1}^\infty\frac{\sin(2sk_FL)}{s^3}.
\]

Holding electron number fixed instead of \(\mu\) changes this at order \(L^{-3}\). The number oscillation is of order \(L^{-1}\), and its energy cost is half its square divided by \(\partial(nL)/\partial\mu\), which grows as \(L\).

Near 1 nm, \(k_F=13.9\ \mathrm{nm^{-1}}\) and \(L=1.17\) nm. The sum has maximum size close to 1, so the amplitude is about \(7.37/(19.7\times1.37)=0.27\) eV/nm², or 0.003 eV per atom. The numerical maximum between 0.8 and 1.2 nm is 0.0047 eV per atom. It lies at the 0.8 nm edge of this range, since the factor \(1/(tL^2)\) favours the thin end. Within one period around 1 nm the extremes are \(+0.0030\) eV at 1.00 nm and \(-0.0038\) eV at 0.90 nm. The larger total below pairs the 0.0047 eV maximum with this minimum. This energy is several times the pair-force correction. It affects stability through its difference between phases, and real band structures and penetrable walls change its amplitude and phase.

## Other terms of the same size

Strain is not suppressed by \(1/t\) in the energy per atom. An isotropic film with Young modulus \(Y\), Poisson ratio \(\nu\) and equal in-plane strains \(e\) has in-plane stress \(Ye/(1-\nu)\) and no normal stress. Two directions, each contributing half of stress times strain, give \(Ye^2/(1-\nu)\) per volume. For 200 GPa, 0.3 and 2 percent strain in one phase only, this is 0.0078 eV per atom. These are round isotropic inputs. Close-packed cobalt planes are stiffer, with a biaxial modulus near 400 GPa instead of 286 GPa, which would give about 0.011 eV. On the other hand, hcp and fcc cobalt have nearly the same in-plane spacing and stiffness, so most of their strain energy cancels in the difference.

Square columnar grains of width \(d\) have perimeter \(4d\), shared with neighbours, hence boundary area \(2/d\) per volume. A boundary-energy difference of 0.5 J/m² with \(d=10\) nm contributes

\[
0.5\times6.2415\times0.011\times\frac{2}{10}=0.0069\ \text{eV per atom}.
\]

For vibrations, the classical free energy varies as \(3k_BT\ln\nu_{\rm vib}\), with \(\nu_{\rm vib}\) the frequency. A 2 percent softening at 400 K gives about 0.0021 eV in size; summing the quantum levels for a 0.025 eV vibration gives 0.0022 eV.

Added as if all opposed \(\beta\), with the electron oscillation counted in one phase only, these terms and the two interaction terms total 0.022 eV per atom. If the two phases sat at opposite extremes of the oscillation, the total would be 0.026 eV. Even that is less than the net advantage of 0.049 eV at 1 nm, so the verdict for \(Q=1\ \mathrm{J/m^2}\) survives. Either total exceeds the bulk offset itself, however, so the bare threshold of 0.29 J/m² cannot be trusted as a design limit. Requiring the interface term to cover both gives \((0.020+0.022)/0.0687\simeq0.6\ \mathrm{J/m^2}\) for these inputs, or about 0.7 J/m² with the larger total.

One layer less or more changes the shift to 0.086 or 0.057 eV. Intermixing can also be large: 0.1 eV per atom in one layer amounts to 0.30 J/m², about the bare threshold. It is already part of \(\Gamma\) and must not be added twice.

## Reading the estimate for a real liner

Cobalt is used as a thin liner for copper interconnects, and its hcp and fcc phases are close in energy. The offset of 0.02 eV used above is a round choice, not a measured value. The heat of the hcp–fcc transformation, roughly 0.005 eV per atom, points to a smaller offset. The offset also falls towards zero near the bulk transition, at roughly 700 K, and the threshold falls with it. With an offset equal to the full heat, 0.005 eV, it is 0.07 J/m². If the heat and entropy of transformation are taken as constant, the offset at 400 K is only about \(0.005\,(1-400/700)\simeq0.002\) eV, and the threshold is about 0.03 J/m². The supposed 1 J/m² difference between phases is probably far too large for hcp and fcc films that share close-packed faces. It is more plausible when the phases have different faces or different chemical bonding to the neighbouring layers. Real liners are also rough, polycrystalline and strained; with the inputs above, the corrections together can move the result by about 0.02 to 0.03 eV per atom. Finally, a favourable free energy does not show that the film transforms: nucleation and atomic motion may keep it in the phase in which it was deposited.

## Calculated quantities

```
1 J/m2 in eV/nm2: 6.2415
Atomic volume, rough Co: 0.011 nm3
Film thickness: 1.0 nm
Atoms per area: 90.9 per nm2
Interface energy change, total: 1.0 J/m2
Shift per atom: 0.0687 eV
Shift if each interface changes so: 0.1373 eV
Cu: rough volume 0.012 nm3, shift 0.075 eV
Ru: rough volume 0.014 nm3, shift 0.087 eV
W: rough volume 0.016 nm3, shift 0.100 eV
Ta: rough volume 0.018 nm3, shift 0.112 eV
Bulk offset chosen: 0.020 eV/atom
Threshold interface difference: 0.291 J/m2
Critical thickness at 1 J/m2: 3.43 nm
Net free-energy difference at 1 nm: -0.0487 eV/atom
Offset 0.005 eV/atom: threshold 0.073 J/m2
Offset 0.050 eV/atom: threshold 0.728 J/m2
Offset 0.100 eV/atom: threshold 1.457 J/m2
Model neighbour distance: 0.2496 nm
Model layer height: 0.2038 nm
Area per surface atom: 0.0540 nm2
Model cross-bond depth before: 0.3000 eV
Model cross-bond depth after: 0.3281 eV
Five-layer film thickness: 1.019 nm
Five layers, explicit shift size: 0.06679 eV/atom
Five layers, formula shift size: 0.06737 eV/atom
Marginal shift size, sixth layer: 0.00090 eV/atom
Thickest winning film, scan: 16 layers
Predicted crossing: 16.84 layers
Hcp film, explicit shift size: 0.06679 eV/atom
Change of fcc-hcp difference: 4.32e-06 eV/atom
Neglected, interface interaction: 0.00058 eV/atom
Free-electron Fermi energy: 7.37 eV
Slab surface excess, numerical: 11.352 eV/nm2
Slab surface excess, analytic: 11.352 eV/nm2
Neglected, quantum size (max): 0.0047 eV/atom
Young modulus 200 GPa, Poisson ratio 0.3
Neglected, 2% strain: 0.0078 eV/atom
Grain size 10 nm, boundary difference 0.5 J/m2
Neglected, grain boundaries: 0.0069 eV/atom
Temperature 400 K, vibration quantum 0.025 eV
Neglected, 2% softening: 0.0022 eV/atom
Sum of neglected sizes: 0.0222 eV/atom
Shift with one layer less: 0.0862 eV/atom
Shift with one layer more: 0.0570 eV/atom
Mixing energy 0.1 eV/atom in one layer: 0.297 J/m2
```
